# Inelastic cotunnelling through metallic islands and few-level dots: verification in Python

```python
# Result under test: inelastic cotunnelling in a Coulomb valley.
# Metallic island:
#   I = hbar GL GR/(12 pi e^2) S^2 V [(eV)^2 + (2 pi kT)^2],  S = 1/E_add + 1/E_rem
# GL, GR: junction conductances; E_add, E_rem: cost of adding/removing an electron.
# Few-level dot: dI/dV has a step at eV = Delta, the orbital excitation energy,
# of height (e^2/h) Gamma_Lx Gamma_Rg S^2 if the dot relaxes fast.
# g, x: ground and excited orbital; Gamma: level width due to one lead.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit


def fermi(y):
    return expit(-y)


def pair_space(x, kT):
    """Closed form of the integral of f(e)[1-f(e+x)] over e."""
    if kT == 0:
        return max(x, 0.0)
    y = x / kT
    if abs(y) < 1e-12:
        return kT
    if y < -500:
        return 0.0
    return x / (-np.expm1(-y))


for x in (-3.0, 0.0, 0.7, 6.0):
    direct = quad(lambda e: fermi(e) * fermi(-(e + x)), -50, 50,
                  points=[-x, 0.0], limit=200)[0]
    assert abs(direct - pair_space(x, 1.0)) < 1e-7

# --- Amplitudes from exact diagonalization: orbitals l, r (leads), g, x (dot)
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])


def annihilator(site, count=4):
    result = np.eye(1)
    for j in range(count):
        factor = parity if j < site else lower if j == site else np.eye(2)
        result = np.kron(result, factor)
    return result


ops = [annihilator(j) for j in range(4)]
num = [a.T @ a for a in ops]
two_electrons = np.where(np.isclose(np.diag(sum(num)), 2))[0]
tLg, tRg, tLx, tRx = 0.010, 0.012, 0.014, -0.011
eg, ex, U_test = -1.0, -0.7, 2.0


def spectrum(el, er):
    H = el*num[0] + er*num[1] + eg*num[2] + ex*num[3]
    H = H + U_test * num[2] @ num[3]
    for lead, orb, t in ((0, 2, tLg), (1, 2, tRg), (0, 3, tLx), (1, 3, tRx)):
        hop = t * ops[lead].T @ ops[orb]
        H = H + hop + hop.T
    return np.linalg.eigvalsh(H[np.ix_(two_electrons, two_electrons)])


def half_min_gap(el, er, index):
    def gap(shift):
        levels = spectrum(el, er + shift)
        return levels[index + 1] - levels[index]
    fit = minimize_scalar(gap, bounds=(-2e-3, 2e-3), method="bounded",
                          options={"xatol": 1e-10})
    return fit.fun / 2


inel_exact = half_min_gap(0.15, -0.15, 1)
inel_formula = abs(tLx*tRg) * (1/(ex+U_test-0.15) + 1/(-0.15-eg))
el_exact = half_min_gap(0.0, 0.0, 0)
el_formula = abs(tLg*tRg/(-eg) - tLx*tRx/(ex+U_test))
# tolerance covers the fourth-order terms in the tunnel amplitudes
assert abs(inel_exact/inel_formula - 1) < 5e-3
assert abs(el_exact/el_formula - 1) < 5e-3

# --- Metallic law from explicit level sums (hbar = e = kT = 1, spin included)
spacing = 0.5
grid = spacing * np.arange(-70, 71)
t2L, t2R, S_sum = 1e-5, 3e-5, 0.07


def junction_conductance(t2, v=1.0):
    def rate(w):
        return 4*np.pi*t2*np.sum(fermi(grid)*fermi(-(grid+w)))/spacing
    return (rate(v) - rate(-v)) / v


def cotunnel_rate(w):
    a = grid[:, None, None]
    b = grid[None, :, None]
    c = grid[None, None, :]
    weight = fermi(a)*fermi(-b)*fermi(c)*fermi(-(a + c + w - b))
    return 8*np.pi*t2L*t2R*S_sum**2*np.sum(weight)/spacing


gL, gR = junction_conductance(t2L), junction_conductance(t2R)
sum_error = 0.0
for v in (0.5, 3.0, 10.0):
    summed = cotunnel_rate(v) - cotunnel_rate(-v)
    law = gL*gR*S_sum**2*v*(v**2 + (2*np.pi)**2)/(12*np.pi)
    sum_error = max(sum_error, abs(summed/law - 1))
assert sum_error < 1e-6


def full_ratio(v, E):
    """T=0 current with energy-dependent denominators / leading law."""
    full = quad(lambda x: x*(v-x)*(1/(E-v/2+x) + 1/(E+v/2-x))**2, 0, v,
                epsabs=0, epsrel=1e-11)[0]
    return full / ((2/E)**2 * v**3/6)


assert abs((full_ratio(0.1, 1.0) - 1)/(0.1**2/10) - 1) < 0.02

# --- Elastic cotunnelling with random phases (hbar = e = 1)
rng = np.random.default_rng(4)
d_test, Ea, Er = 0.1, 1.0, 1.5
depth = d_test*(np.arange(1500) + 0.5)
weights = np.concatenate([1/(Ea+depth), -1/(Er+depth)])
square_sum = 0.0
for _ in range(8):
    phases = np.exp(2j*np.pi*rng.random((500, weights.size)))
    square_sum += np.sum(abs(phases @ weights)**2)
mean_square = square_sum/4000
elastic_sampled = 4*np.pi*t2L*t2R*mean_square/spacing**2
gL_el = 4*np.pi*t2L/(spacing*d_test)
gR_el = 4*np.pi*t2R/(spacing*d_test)
elastic_law = gL_el*gR_el*d_test*(1/Ea+1/Er)/(4*np.pi)
# 4000 samples of a broad distribution: statistical error near 1.6 percent
assert abs(elastic_sampled/elastic_law - 1) < 0.08

# --- Worked metallic island, energies in meV
G = 4e-6
E = 0.5
T = 0.1
level_spacing = 1e-5
kT = const.k*T/const.e*1e3
S = 2/E
prefactor = const.hbar*G*G/(12*np.pi*const.e**2)*S**2


def island_current(v):
    return prefactor*v*1e-3*(v**2 + (2*np.pi*kT)**2)


def island_conductance(v, step=1e-4):
    return (island_current(v+step)-island_current(v-step))/(2*step*1e-3)


G_zero = island_conductance(0.0)
G_elastic = const.hbar*G*G*level_spacing*S/(4*np.pi*const.e**2)
v_max = 0.1
sequential_bound = 2*G*1e-3*sum(b/np.expm1(b/kT)
                                for b in (E-v_max/2, E+v_max/2))
assert sequential_bound < 1e-3*island_current(v_max)

# --- Few-level dot, energies in meV, conductance in e^2/h
Delta, U = 0.5, 5.0
level_g, level_x = -U/2 - Delta/2, -U/2 + Delta/2
width_g, width_x = 0.05, 0.10
S_dot = 1/(U/2) + 1/(U/2)
G_in = width_x*width_g*S_dot**2
# opposite parity: tL*tR is positive for g and negative for x
G_gg = (width_g/(-level_g) + width_x/(level_x+U))**2
G_xx = (-width_x/(-level_x) - width_g/(level_g+U))**2


def dot_state(v, temp, relax):
    """Current in (e/h) meV and excited population; relax in meV/h."""
    F = lambda y: pair_space(y, temp)
    boltz = np.exp(-Delta/temp) if temp > 0 else 0.0
    up = G_in*(F(v-Delta)+F(-v-Delta)+2*F(-Delta)) + relax*boltz
    down = G_in*(F(v+Delta)+F(-v+Delta)+2*F(Delta)) + relax
    px = up/(up+down)
    ground = G_gg*v + G_in*(F(v-Delta)-F(-v-Delta))
    excited = G_xx*v + G_in*(F(v+Delta)-F(-v+Delta))
    return (1-px)*ground + px*excited, px


def dot_conductance(v, temp, relax, step=1e-4):
    return (dot_state(v+step, temp, relax)[0]
            - dot_state(v-step, temp, relax)[0])/(2*step)


def threshold_jump(relax, step=1e-6):
    here = dot_state(Delta, 0, relax)[0]
    above = dot_state(Delta+step, 0, relax)[0]
    below = dot_state(Delta-step, 0, relax)[0]
    return (above - 2*here + below)/step


FAST = 1e5
jump_fast, jump_slow = threshold_jump(FAST), threshold_jump(0.0)
assert abs(jump_fast/G_in - 1) < 1e-4
assert abs(jump_slow/(1.5*G_in + (G_xx-G_gg)/4) - 1) < 1e-4
px_slow = dot_state(2*Delta, 0, 0.0)[1]
assert abs(px_slow - (2*Delta-Delta)/(2*(2*Delta+Delta))) < 1e-12
G_mid = dot_conductance(Delta, kT, FAST)
assert abs((G_mid - G_gg)/G_in - 0.5) < 1e-3

v_test = 2*Delta
inel_full = width_x*width_g*quad(
    lambda e: (1/(level_x+U-e) + 1/(e-Delta-level_g))**2,
    -v_test/2+Delta, v_test/2)[0]
dot_ratio = inel_full/(G_in*(v_test-Delta))
assert abs(dot_ratio - 1) < 0.02


def curvature(y, h=1e-3):
    return (pair_space(y+h, 1)-2*pair_space(y, 1)+pair_space(y-h, 1))/h**2


peak = curvature(0.0)
step_width = 2*brentq(lambda y: curvature(y)-peak/2, 1.0, 5.0)
assert abs(step_width - 5.4) < 0.1
life_width = G_in*(pair_space(2*Delta, kT)+pair_space(0, kT)
                   + 2*pair_space(Delta, kT))/(2*np.pi)

print("TESTS")
print(f"inelastic amplitude, exact/formula: {inel_exact/inel_formula:.5f}")
print(f"elastic amplitude, exact/formula: {el_exact/el_formula:.5f}")
print(f"metallic law, largest relative error: {sum_error:.1e}")
print(f"random-phase elastic, sampled/law: {elastic_sampled/elastic_law:.3f}")
print("METALLIC ISLAND")
print(f"G_L = G_R = {G*1e6:.1f} microsiemens")
print(f"G_L/(e^2/h) = {G*const.h/const.e**2:.4f}")
print(f"E_+ = E_- = {E:.2f} meV; S = {S:.2f} /meV")
print(f"T = {T:.2f} K; kT = {kT:.6f} meV")
print(f"crossover 2 pi kT = {2*np.pi*kT:.5f} meV")
print(f"prefactor I/(V[...]) = {prefactor*1e9:.4f} nS/meV^2")
print(f"zero-bias inelastic conductance = {G_zero*1e12:.2f} pS")
for v in (0.02, 0.05, 0.10):
    print(f"eV = {v:.2f} meV: I = {island_current(v)*1e15:.3f} fA, "
          f"dI/dV = {island_conductance(v)*1e12:.1f} pS")
print(f"T=0 full/leading current at 0.10 meV = {full_ratio(v_max, E):.5f}")
print(f"island level spacing = {level_spacing*1e6:.1f} neV")
print(f"elastic conductance = {G_elastic*1e12:.4f} pS")
print(f"elastic/inelastic at zero bias = {G_elastic/G_zero:.5f}")
print(f"sequential bound at 0.10 meV = {sequential_bound:.2e} A")
print("FEW-LEVEL DOT (conductances in 0.001 e^2/h)")
print(f"Delta = {Delta:.2f} meV; U = {U:.2f} meV")
print(f"levels g, x = {level_g:.2f}, {level_x:.2f} meV")
print(f"widths g, x per lead = {width_g:.2f}, {width_x:.2f} meV")
print(f"S = {S_dot:.3f} /meV")
print(f"G_in = {G_in*1e3:.4f}")
print(f"G_gg = {G_gg*1e3:.4f}; G_xx = {G_xx*1e3:.4f}")
print(f"T=0 jump, fast relaxation = {jump_fast*1e3:.4f}")
print(f"T=0 jump, no relaxation = {jump_slow*1e3:.4f}")
print(f"T=0 excited population at eV=2 Delta = {px_slow:.5f}")
print(f"dI/dV at T = {T:.2f} K:")
for v in (0.25, 0.45, 0.50, 0.55, 0.75, 1.00):
    fast = dot_conductance(v, kT, FAST)*1e3
    slow = dot_conductance(v, kT, 0.0)*1e3
    print(f"eV = {v:.2f} meV: fast {fast:.4f}, no relaxation {slow:.4f}")
print(f"step width (FWHM of derivative) = {step_width:.3f} kT")
print(f"step width = {step_width*kT*1e3:.2f} microeV")
print(f"hbar x decay rate of x at eV=Delta = {life_width*1e3:.3f} microeV")
print(f"T=0 full/constant-denominator at 2 Delta = {dot_ratio:.5f}")
print("OK")
```

Output:

```
TESTS
inelastic amplitude, exact/formula: 0.99929
elastic amplitude, exact/formula: 1.00123
metallic law, largest relative error: 4.8e-11
random-phase elastic, sampled/law: 0.997
METALLIC ISLAND
G_L = G_R = 4.0 microsiemens
G_L/(e^2/h) = 0.1033
E_+ = E_- = 0.50 meV; S = 4.00 /meV
T = 0.10 K; kT = 0.008617 meV
crossover 2 pi kT = 0.05414 meV
prefactor I/(V[...]) = 27.8974 nS/meV^2
zero-bias inelastic conductance = 81.78 pS
eV = 0.02 meV: I = 1.859 fA, dI/dV = 115.3 pS
eV = 0.05 meV: I = 7.576 fA, dI/dV = 291.0 pS
eV = 0.10 meV: I = 36.076 fA, dI/dV = 918.7 pS
T=0 full/leading current at 0.10 meV = 1.00403
island level spacing = 10.0 neV
elastic conductance = 0.2092 pS
elastic/inelastic at zero bias = 0.00256
sequential bound at 0.10 meV = 7.54e-32 A
FEW-LEVEL DOT (conductances in 0.001 e^2/h)
Delta = 0.50 meV; U = 5.00 meV
levels g, x = -2.75, -2.25 meV
widths g, x per lead = 0.05, 0.10 meV
S = 0.800 /meV
G_in = 3.2000
G_gg = 2.9752; G_xx = 4.4444
T=0 jump, fast relaxation = 3.2000
T=0 jump, no relaxation = 5.1673
T=0 excited population at eV=2 Delta = 0.16667
dI/dV at T = 0.10 K:
eV = 0.25 meV: fast 2.9752, no relaxation 2.9752
eV = 0.45 meV: fast 3.0219, no relaxation 3.0484
eV = 0.50 meV: fast 4.5752, no relaxation 5.5485
eV = 0.55 meV: fast 6.1285, no relaxation 7.9560
eV = 0.75 meV: fast 6.1752, no relaxation 7.6987
eV = 1.00 meV: fast 6.1752, no relaxation 7.4577
step width (FWHM of derivative) = 5.439 kT
step width = 46.87 microeV
hbar x decay rate of x at eV=Delta = 1.023 microeV
T=0 full/constant-denominator at 2 Delta = 1.00673
OK
```
